\section*{Debye-Hückel shift of the chemical potential of mobile charged defects}

\section{Screening and the chemical potential of charged defects}

\subsection{Two species of opposite charge}

Consider a crystal that holds point defects of charge $+q$ and $-q$, each with mean density $n$. Both species are mobile and in equilibrium at temperature $T$. The host is an isotropic dielectric of static relative permittivity $\varepsilon$. Gaussian units are used, so a charge $q$ alone in the host has the potential $q/(\varepsilon r)$; in SI units $\varepsilon$ becomes $4\pi\varepsilon_0\varepsilon$ throughout. The mean potential of the crystal is taken as zero.

Fix one defect of charge $+q$ at the origin and let $\psi(r)$ be the average potential around it. In a mean-field description the other defects follow Boltzmann factors in $\psi$, and Poisson's equation for $r>0$ reads
\begin{equation}
\nabla^2\psi=-\frac{4\pi}{\varepsilon}\left(nq\,e^{-q\psi/k_BT}-nq\,e^{q\psi/k_BT}\right)
=\frac{8\pi nq}{\varepsilon}\sinh\frac{q\psi}{k_BT}.
\label{eq:sinh}
\end{equation}
Where $q\psi\ll k_BT$, the hyperbolic sine is close to its argument, and
\begin{equation}
\nabla^2\psi=\kappa^2\psi,\qquad \kappa^2=\frac{8\pi nq^2}{\varepsilon k_BT}.
\label{eq:linear}
\end{equation}
With $\psi=u/r$ the Laplacian is $u''/r$, so $u''=\kappa^2u$. The solution that decays is $u\propto e^{-\kappa r}$. Close to the origin the bare potential must remain, which fixes the factor:
\begin{equation}
\psi(r)=\frac{q}{\varepsilon r}e^{-\kappa r}.
\label{eq:yukawa}
\end{equation}
The part due to the other defects is found by removing the bare potential. At the origin it is
\begin{equation}
\psi_{\rm atm}(0)=\lim_{r\to0}\frac{q}{\varepsilon r}\left(e^{-\kappa r}-1\right)=-\frac{q\kappa}{\varepsilon}.
\label{eq:atm}
\end{equation}
This is the potential inside a shell of charge $-q$ and radius $1/\kappa$. The defect has gathered an atmosphere of opposite charge, which pulls its potential energy down.

The energy $q\psi_{\rm atm}=-q^2\kappa/\varepsilon$ is not the change of chemical potential, because the atmosphere is present only after the defect has been charged. Insert the defect uncharged, which costs no electrostatic work, and then raise its charge reversibly as $\lambda q$ from $\lambda=0$ to 1. At stage $\lambda$ the atmosphere potential is $-\lambda q\kappa/\varepsilon$ by (\ref{eq:atm}), and the next portion of charge is $q\,d\lambda$. Since one defect does not alter the bulk, $\kappa$ stays fixed. The work is
\begin{equation}
\mu^{\rm el}=\int_0^1 q\left(-\frac{\lambda q\kappa}{\varepsilon}\right)d\lambda=-\frac{q^2\kappa}{2\varepsilon}.
\label{eq:charging}
\end{equation}
The half appears because the atmosphere grows in proportion to the charge. The work against the defect's own bare field is the same at infinite dilution and belongs to the standard chemical potential. Thus $\mu^{\rm el}$ is the shift relative to infinite dilution at the same mean potential.

\subsection{Any neutral mixture, and a finite core}

Let species $j$ have charge $q_j=z_je$ and density $n_j$, with $\sum_jn_jq_j=0$. Around a fixed defect of species $i$ the charge density is, to first order in $\psi$,
\begin{equation}
\sum_jn_jq_je^{-q_j\psi/k_BT}\simeq\sum_jn_jq_j-\frac{\psi}{k_BT}\sum_jn_jq_j^2 .
\label{eq:expand}
\end{equation}
The first sum vanishes by neutrality. Poisson's equation is again $\nabla^2\psi=\kappa^2\psi$, now with
\begin{equation}
\kappa^2=\frac{4\pi}{\varepsilon k_BT}\sum_jn_jq_j^2=4\pi l_B\sum_jn_jz_j^2,\qquad l_B=\frac{e^2}{\varepsilon k_BT}.
\label{eq:kappa}
\end{equation}
The length $l_B$ is the distance at which two unit charges interact with energy $k_BT$. The steps from (\ref{eq:yukawa}) to (\ref{eq:charging}) carry over with $q\to q_i$:
\begin{equation}
\mu_i^{\rm el}=-\frac{q_i^2\kappa}{2\varepsilon}=-\frac{z_i^2l_B\kappa}{2}\,k_BT .
\label{eq:law}
\end{equation}
The sum in (\ref{eq:kappa}) runs over every mobile charge, including electrons and holes if they are dilute enough to obey Boltzmann statistics.

Defects cannot come arbitrarily close. If $d$ is the distance of closest approach, the linear solution $\psi=Ae^{-\kappa r}/r$ holds for $r>d$, and the field at $r=d$ is that of the central charge alone:
\begin{equation}
-\psi'(d)=\frac{Ae^{-\kappa d}(1+\kappa d)}{d^2}=\frac{q_i}{\varepsilon d^2}
\quad\Rightarrow\quad
\psi(d)=\frac{q_i}{\varepsilon d\,(1+\kappa d)} .
\label{eq:core}
\end{equation}
The atmosphere lies outside $d$, so by spherical symmetry its potential is uniform inside and equals $\psi(d)-q_i/(\varepsilon d)$:
\begin{equation}
\psi_{\rm atm}=\frac{q_i}{\varepsilon d}\left(\frac{1}{1+\kappa d}-1\right)=-\frac{q_i\kappa}{\varepsilon(1+\kappa d)} .
\label{eq:coreatm}
\end{equation}
Charging then gives (\ref{eq:law}) divided by $1+\kappa d$. The limiting law needs $\kappa d\ll1$.

It also needs a weak response, although (\ref{eq:expand}) can fail close to a defect. The damage is limited because little of the atmosphere potential comes from there. The charge density $-\varepsilon\kappa^2\psi/4\pi$ within radius $R$ contributes
\begin{equation}
-\int_0^R\frac{\kappa^2}{4\pi}\,\frac{q_ie^{-\kappa r}}{\varepsilon r}\,\frac{4\pi r^2}{r}\,dr
=-\frac{q_i\kappa}{\varepsilon}\left(1-e^{-\kappa R}\right),
\label{eq:fraction}
\end{equation}
a fraction of about $\kappa R$ of the whole. Linearisation is poor for $r$ below roughly $|z_iz_j|l_B$, so the second condition is $|z_iz_j|\,l_B\kappa\ll1$. These two conditions suffice only if bound pairs are rare. For opposite charges the Boltzmann factor at contact, $e^{|z_iz_j|l_B/d}$, grows very fast as $d$ shrinks, and the charge close to a defect can then far exceed the linear estimate in (\ref{eq:fraction}). Pairs that form in this way must be counted as a separate species.

\subsection{The same result from charge fluctuations}

The free energy of the whole defect gas gives (\ref{eq:law}) without singling out one defect. Let $\rho_{\bf k}$ be the Fourier component of the defect charge in volume $V$. Without interactions the positions are independent and $\langle|\rho_{\bf k}|^2\rangle_0=V\sum_jn_jq_j^2$. The Coulomb energy, less the self-energies, is
\begin{equation}
U=\frac{1}{2V}\sum_{{\bf k}\neq0}\frac{4\pi}{\varepsilon k^2}\Big(|\rho_{\bf k}|^2-V\sum_jn_jq_j^2\Big).
\label{eq:U}
\end{equation}
Treat each $\rho_{\bf k}$ as an independent complex Gaussian variable, which is the weak-coupling approximation. Since $\bf k$ and $-\bf k$ describe one variable, together they contribute $a|\rho_{\bf k}|^2$ to $U/k_BT$, with $a=4\pi/(V\varepsilon k^2k_BT)$. For a complex Gaussian variable $\langle e^{-a|\rho|^2}\rangle_0=1/(1+a\langle|\rho|^2\rangle_0)$, and here $a\langle|\rho_{\bf k}|^2\rangle_0=\kappa^2/k^2$. Each pair therefore adds $k_BT[\ln(1+\kappa^2/k^2)-\kappa^2/k^2]$ to the free energy, where the last term is the self-energy. Half of this belongs to each $\bf k$:
\begin{equation}
\frac{F^{\rm el}}{V}=\frac{k_BT}{2}\int\!\frac{d^3k}{(2\pi)^3}\left[\ln\!\Big(1+\frac{\kappa^2}{k^2}\Big)-\frac{\kappa^2}{k^2}\right].
\label{eq:F}
\end{equation}
The derivative of the bracket with respect to $\kappa$ is
\begin{equation}
\frac{2\kappa}{k^2+\kappa^2}-\frac{2\kappa}{k^2}=-\frac{2\kappa^3}{k^2(k^2+\kappa^2)} .
\end{equation}
With $d^3k/(2\pi)^3=k^2dk/2\pi^2$ and $\int_0^\infty dk/(k^2+\kappa^2)=\pi/2\kappa$,
\begin{equation}
\frac{\partial}{\partial\kappa}\frac{F^{\rm el}}{V}=-\frac{k_BT}{2}\,\frac{\kappa^3}{\pi^2}\,\frac{\pi}{2\kappa}=-\frac{k_BT\kappa^2}{4\pi},
\qquad \frac{F^{\rm el}}{V}=-\frac{k_BT\kappa^3}{12\pi}.
\label{eq:Fk}
\end{equation}
From (\ref{eq:kappa}), $\partial\kappa/\partial n_i=2\pi q_i^2/(\varepsilon k_BT\kappa)$. At fixed $T$, $V$ and $\varepsilon$,
\begin{equation}
\mu_i^{\rm el}=-\frac{k_BT\kappa^2}{4\pi}\,\frac{2\pi q_i^2}{\varepsilon k_BT\kappa}=-\frac{q_i^2\kappa}{2\varepsilon},
\end{equation}
in agreement with (\ref{eq:law}). Varying one density alone breaks neutrality; leaving out ${\bf k}=0$ amounts to a uniform compensating charge. In a neutral combination of defects the choice of mean potential drops out.

\subsection{Complexes}

Let defects 1 and 2 form a complex of charge $q_1+q_2$, small compared with $1/\kappa$. By (\ref{eq:law}) the atmosphere changes the reaction free energy by
\begin{equation}
\Delta G^{\rm el}=-\frac{\kappa}{2\varepsilon}\left[(q_1+q_2)^2-q_1^2-q_2^2\right]=-\frac{q_1q_2\kappa}{\varepsilon}.
\label{eq:complex}
\end{equation}
For opposite charges this is positive. Screening stabilises the separate defects more than the complex, and the association constant, written in concentrations, is multiplied by $e^{-\Delta G^{\rm el}/k_BT}<1$.

The pair interaction shows the same thing. By (\ref{eq:yukawa}), bringing $q_2$ to distance $r$ from $q_1$ costs $q_1q_2e^{-\kappa r}/(\varepsilon r)$ in linear response. The change due to screening is
\begin{equation}
\frac{q_1q_2}{\varepsilon r}\left(e^{-\kappa r}-1\right)\simeq-\frac{q_1q_2\kappa}{\varepsilon}\left(1-\frac{\kappa r}{2}\right),
\label{eq:pair}
\end{equation}
which tends to (\ref{eq:complex}) for $\kappa r\to0$.

\subsection{When one species is frozen}

Suppose that vacancies (V) move, while acceptors (A) sit at fixed, uncorrelated random positions. Only vacancies respond, so the inverse screening length is $\kappa_m$, with $\kappa_m^2=4\pi n_Vq_V^2/(\varepsilon k_BT)$. The vacancies contribute (\ref{eq:Fk}) with $\kappa_m$. Each acceptor acts as a fixed charge with an atmosphere of vacancies and contributes $-q_A^2\kappa_m/(2\varepsilon)$. Interactions between different acceptors average to zero over random positions once the mean vacancy charge that neutralises them is included; as in (\ref{eq:U}), this is the omission of ${\bf k}=0$. Hence
\begin{equation}
\frac{F^{\rm el}}{V}=-\frac{k_BT\kappa_m^3}{12\pi}-\frac{n_Aq_A^2\kappa_m}{2\varepsilon}.
\end{equation}
Since $\kappa_m\propto\sqrt{n_V}$, $\partial\kappa_m/\partial n_V=\kappa_m/2n_V$, and
\begin{equation}
\mu_V^{\rm el}=-\frac{q_V^2\kappa_m}{2\varepsilon}\left(1+\frac{n_Aq_A^2}{2n_Vq_V^2}\right).
\label{eq:frozen}
\end{equation}
The second term arises because an added vacancy also improves the screening of the acceptors. For $z_V=2$, $z_A=-1$ and $n_A=2n_V$, the bracket is $5/4$ and $\kappa_m/\kappa=\sqrt{2/3}$. Their product is 1.02: the weaker screening and the extra term nearly cancel for this composition.

\subsection{Example: an oxide anneal at 1500 K}

Take acceptor-doped strontium titanate with rough values $\varepsilon=55$, $n_V=10^{18}$ cm$^{-3}$ oxygen vacancies of charge $+2e$, $n_A=2\times10^{18}$ cm$^{-3}$ acceptors of charge $-e$ on titanium sites, and $d=0.195$ nm. Here $k_BT=129.3$ meV and $l_B=0.2025$ nm. With densities in nm$^{-3}$,
\begin{equation}
\kappa^2=4\pi(0.2025)\left(0.001\times4+0.002\times1\right)\ {\rm nm}^{-2},\qquad \kappa=0.1236\ {\rm nm}^{-1}.
\end{equation}
The screening length is 8.1 nm, and a sphere of that radius holds about 6.7 defects. From (\ref{eq:law}),
\begin{equation}
\mu_V^{\rm el}=-\tfrac12(4)(0.2025)(0.1236)\,k_BT=-0.0501\,k_BT=-6.47\ {\rm meV},
\end{equation}
and $\mu_A^{\rm el}=-1.62$ meV, a quarter as much. The activity coefficients $e^{\mu^{\rm el}/k_BT}$ are 0.951 and 0.988. For a vacancy-acceptor complex, (\ref{eq:complex}) gives $+6.47$ meV, and the association constant falls by 4.9\,\%. At the finite separation $d$, the left side of (\ref{eq:pair}) gives $+6.39$ meV.

\paragraph{Beyond the limiting law.} The small parameters are $\kappa d=0.024$ and $z_V^2l_B\kappa=0.10$. Solving the unlinearised Poisson-Boltzmann equation numerically around a vacancy with core $d$, and integrating over its charge, gives $-6.18$ meV. The product of the full charge and the final atmosphere potential is $-12.30$ meV; their ratio, 0.503, is close to the one half of a proportional response.

Correlations among all defects can be estimated with the hypernetted-chain equations for charged hard spheres of diameter $d$. They combine the Ornstein-Zernike relation between the total and direct correlation functions $h_{ij}$ and $c_{ij}$ with the closure $\ln(1+h_{ij})=-u_{ij}/k_BT+h_{ij}-c_{ij}$ outside the core, where $u_{ij}$ is the Coulomb energy. The chemical potential follows from
\begin{equation}
\frac{\mu_i}{k_BT}=\sum_jn_j\int d^3r\left[\tfrac12h_{ij}(h_{ij}-c_{ij})-c_{ij}\right],
\end{equation}
where the linear long-range Coulomb terms cancel by neutrality. The uncharged hard-sphere part, $4\pi d^3\sum_jn_j/3$ at low density, is subtracted. Solved numerically, this gives 0.956 of the limiting law for the vacancy, and 0.981 and 0.992 when all densities are reduced 10 and 100 times. For the acceptor the ratios are 1.002, 1.004 and 1.002. These small departures from 1 depend on using one diameter for all pairs. With the lattice distances of closest approach (0.276 nm for two vacancies, 0.39 nm for two acceptors), a low-density expansion gives about 1.018, 1.009 and 1.004 for the acceptor, while the vacancy ratios move by at most 0.001. The closure is itself approximate.

\paragraph{Mobility and carriers.} With frozen random acceptors, (\ref{eq:frozen}) gives $-6.60$ meV for the vacancy. Acceptors can diffuse a screening length in a time $t$ of one hour if their diffusivity $D$ reaches about $1/(6\kappa^2t)=3\times10^{-17}$ cm$^2$/s. Their part of the atmosphere relaxes at a rate of order $D\kappa^2$, so full equilibrium needs a diffusivity well above this value or a longer anneal. Thermal carriers add to the screening. For a rough gap $E_g=2.3$ eV and equal carrier masses $m=3m_e$, the intrinsic density $2(mk_BT/2\pi\hbar^2)^{3/2}e^{-E_g/2k_BT}$ is $2\times10^{17}$ cm$^{-3}$. Including that many electrons and holes raises $\kappa$, and with it the vacancy shift, by 3.3\,\%. This holds for the exact compensation $n_A=2n_V$ assumed here; an excess of either defect brings more carriers. In the real oxide the compensation is exact only near one oxygen pressure, and under oxidising or reducing conditions the carrier density can become comparable with $n_A$. Strontium vacancies, left out here, can also reach such densities at this temperature if the cation lattice equilibrates. Either effect can change $\kappa$ by more than 3.3\,\%, and these charges must then be included in (\ref{eq:kappa}).

\paragraph{Pairing.} An oxygen site has two titanium neighbours, and the acceptors occupy a fraction $x_A=n_A(2d)^3=1.19\times10^{-4}$ of titanium sites. For a pair binding energy $E_b$, the ratio of paired to free vacancies is about $w=2x_Ae^{E_b/k_BT}$ when few acceptors are used up. The Coulomb energy at contact, 0.27 eV with the bulk $\varepsilon$, gives $w=0.0019$. Pairing lowers the vacancy chemical potential at fixed total density by $k_BT\ln(1+w)$. In this estimate it equals the screening shift at $E_b=0.70$ eV. Strain, chemical bonding or a smaller permittivity at atomic distances can raise $E_b$, so strongly bound complexes must be counted as separate species before (\ref{eq:law}) is applied.

\paragraph{The real oxide.} The acceptor content here, about 120 per million titanium sites, is light doping. At ten times the densities $\kappa$ grows by $\sqrt{10}$, $z_V^2l_B\kappa$ reaches 0.32, and in the hypernetted-chain estimate the vacancy shift is about 0.90 of the limiting law. The result is sensitive to the permittivity: at fixed $T$ and densities $\mu^{\rm el}\propto\varepsilon^{-3/2}$, so a value 20\,\% lower gives $-9.04$ meV and one 20\,\% higher gives $-4.92$ meV. Thin device films can have a permittivity below the bulk value. A film no thicker than several screening lengths also breaks the assumption of a uniform bulk; its interface fields need a separate calculation, and the shift found here does not include them. Equation (\ref{eq:law}) applies to an anneal long enough for both species to rearrange, and (\ref{eq:frozen}) to one in which only the vacancies move among randomly placed acceptors. Neither describes a cooled device in which all positions are frozen.
